# Two Normalizations of the Julliere Ratio at Polarization 0.5

## Problem

A magnetic tunnel junction consists of two identical ferromagnetic electrodes separated by a thin insulating barrier. The magnetization of one electrode can be reversed, so that the two magnetizations are either parallel or antiparallel. The junction has resistance $R_P$ in the first state and $R_{AP}$ in the second.

In each electrode the densities of states at the Fermi level are $N_{\rm maj}$ for majority-spin electrons and $N_{\rm min}$ for minority-spin electrons. The spin polarization is

$$P=\frac{N_{\rm maj}-N_{\rm min}}{N_{\rm maj}+N_{\rm min}}=0.5 .$$

Electrons tunnel elastically and keep their spin. The mean squared tunneling matrix element is the same for both spins and both magnetic states. These are the assumptions of the Julliere model.

(a) What is the resistance change $R_{AP}-R_P$ as a percentage of $R_P$?

(b) What is it as a percentage of $R_{AP}$?

(c) Someone takes the answer to (b) for a percentage of $R_P$ and works back to the polarization. What value results?

## A tempting solution

The polarization fixes the ratio of the two densities. If their sum is 4 units, their difference is $0.5\times4=2$ units, so $N_{\rm maj}=3$ and $N_{\rm min}=1$.

Each spin conducts in proportion to the product of its densities on the two sides. In the parallel state, majority states face majority states and minority states face minority states. In the antiparallel state, each spin has majority states on one side and minority states on the other. Hence, in common units,

$$G_P=3\cdot3+1\cdot1=10,\qquad G_{AP}=3\cdot1+1\cdot3=6 .$$

The change between the states is 4 units. Resistance is the inverse of conductance, so a relative change in one is the same as a relative change in the other, apart from its sign. Normalized to the parallel state the change is $4/10=40$ percent, and normalized to the antiparallel state it is $4/6=67$ percent.

## Where it fails

The conductances 10 and 6 are right. The fault is the sentence that carries relative changes over from conductance to resistance.

A simple comparison exposes it. Since $G_P>G_{AP}$, we have $R_P<R_{AP}$. Questions (a) and (b) divide the same positive difference $R_{AP}-R_P$ by two different resistances. Division by the smaller one, $R_P$, must give the larger percentage. The tempting solution has the order reversed.

To see what happened, put $R=1/G$ into the quantity asked for in (a):

$$\frac{R_{AP}-R_P}{R_P}
=\frac{1/G_{AP}-1/G_P}{1/G_P}
=\frac{G_P}{G_{AP}}-1
=\frac{G_P-G_{AP}}{G_{AP}} .$$

The second step multiplies numerator and denominator by $G_P$. A resistance change normalized to the *parallel* resistance is thus a conductance change normalized to the *antiparallel* conductance. In the same way, multiplication by $G_{AP}$ gives

$$\frac{R_{AP}-R_P}{R_{AP}}
=\frac{1/G_{AP}-1/G_P}{1/G_{AP}}
=1-\frac{G_{AP}}{G_P}
=\frac{G_P-G_{AP}}{G_P} .$$

Taking the inverse exchanges the reference states. For very small changes this hardly matters, because the two denominators are then nearly equal. Here they are 10 and 6, and it matters a great deal.

The tempting solution also took for granted that conductance follows the product of densities. That rule is derived next.

## Right solution

### From the polarization to the densities

Let $N=N_{\rm maj}+N_{\rm min}$ be the total density of states of one electrode. The definition of $P$ gives $N_{\rm maj}-N_{\rm min}=PN$. Half the sum and half the difference of these two equations are

$$N_{\rm maj}=\frac N2(1+P),\qquad N_{\rm min}=\frac N2(1-P).$$

For $P=0.5$ they are $0.75N$ and $0.25N$, which is the ratio 3:1. Polarization 0.5 therefore means three majority states for each minority state at the Fermi level. It does not mean that half of the states belong to each spin; that would be $P=0$.

### The rate at which one electron tunnels

Consider an electron in a left-hand state of energy $E_l$, coupled weakly by a matrix element $M$ to right-hand states of the same spin. Let $\Delta=E_r-E_l$ for a final state of energy $E_r$. While the initial state is still almost fully occupied, its amplitude may be set to one, and the amplitude $c_r$ of the final state obeys

$$i\hbar\frac{dc_r}{dt}=M e^{i\Delta t/\hbar},\qquad c_r(0)=0 .$$

Integration gives $c_r=-(M/\Delta)(e^{i\Delta t/\hbar}-1)$. Because $|e^{i\theta}-1|^2=4\sin^2(\theta/2)$,

$$|c_r|^2=4M^2\,\frac{\sin^2(\Delta t/2\hbar)}{\Delta^2},$$

where $M^2$ stands for the squared magnitude. We now sum over final states. Their levels are taken to be broadened into a smooth spectrum by the electrode's connection to the circuit, so the sum becomes an integral with density $N_R$. The integrand is concentrated near $\Delta=0$, where $N_R$ is treated as constant. With $u=\Delta t/2\hbar$ and $\int_{-\infty}^{\infty}(\sin^2u/u^2)\,du=\pi$,

$$\sum_r|c_r|^2=4M^2N_R\,\frac{t}{2\hbar}\,\pi=\frac{2\pi}{\hbar}M^2N_R\,t .$$

The probability grows linearly in time, so the tunneling rate is

$$\Gamma=\frac{2\pi}{\hbar}M^2N_R .$$

This is the golden rule. If the matrix elements differ from state to state, $M^2$ is their mean square. The rate is proportional to the density of available final states, and this is how magnetism enters the resistance.

The rule was tested against exact time evolution of one level coupled to many evenly spaced levels, in units with $\hbar=1$. With coupling 0.20 and level density 1, the exact decay rate was 0.2514 and the golden rule gives $2\pi(0.20)^2=0.2513$. With density 3 the values were 0.7549 and 0.7540. Tripling the density triples the rate to within the accuracy of the test. The levels ran from $-200$ to $200$ and the rate was taken between $t=0.5$ and $t=2$. The small excess over the golden rule comes from the finite band: for density 3 the rate is 0.7611 at half-width 25 and 0.7558 at half-width 100. With sharp, evenly spaced levels the decay is exponential only up to the recurrence time, $2\pi$ times the density. After that the probability partly returns, which is why the derivation assumes broadened levels.

### From the rate to the current

Let the bias $V$ raise the left Fermi level by $U=eV$ relative to the right one, with $e>0$. We count the current as positive when electrons move from left to right. For spin $s$, an electron at energy $E$ can move to the right if its left state is occupied, with probability $f_L$, and the right state is empty, with probability $1-f_R$. The reverse process carries the factor $f_R(1-f_L)$ and the same $M^2$, since the matrix elements for the two directions are complex conjugates. Summing over the initial states introduces the second density:

$$I_s=\frac{2\pi e}{\hbar}M^2\int N_{L,s}N_{R,s}\,[f_L(1-f_R)-f_R(1-f_L)]\,dE .$$

The bracket equals $f_L-f_Lf_R-f_R+f_Rf_L=f_L-f_R$. At low bias and temperature only energies close to the Fermi levels contribute appreciably, so the densities can be taken there and moved outside the integral.

What remains is the area between two Fermi functions shifted by $U$. Write $f_L-f_R=f(E-U/2)-f(E+U/2)=\int_{-U/2}^{U/2}[-f'(E-u)]\,du$. Integrated over all $E$, each term $-f'(E-u)$ gives $f(-\infty)-f(\infty)=1$. The area is therefore $U=eV$ at any temperature, and

$$G_s=\frac{I_s}{V}=\frac{2\pi e^2}{\hbar}M^2N_{L,s}N_{R,s}.$$

This is the product rule. One density counts the electrons that can start, and the other counts the places where they can arrive.

### The two magnetic states

Label spins up and down along one fixed axis. Spin is conserved, so the two spins form separate channels side by side and their conductances add. Let $C=(2\pi e^2/\hbar)M^2$.

In the parallel state, up is the majority spin on both sides:

$$G_P=C\left(N_{\rm maj}^2+N_{\rm min}^2\right)
=\frac{CN^2}{4}\left[(1+P)^2+(1-P)^2\right]
=\frac{CN^2}{2}(1+P^2).$$

The terms $+2P$ and $-2P$ from the squares cancel, leaving $2+2P^2$ in the bracket.

Reversing the right magnetization exchanges the densities for up and down on that side. Each spin now goes between majority and minority states:

$$G_{AP}=2CN_{\rm maj}N_{\rm min}
=\frac{2CN^2}{4}(1+P)(1-P)
=\frac{CN^2}{2}(1-P^2).$$

The difference $G_P-G_{AP}=C(N_{\rm maj}-N_{\rm min})^2$ cannot be negative. In this model, identical electrodes never conduct better in the antiparallel state.

### Answers to (a) and (b)

The common factor $CN^2/2$ cancels from the resistance quotient:

$$\frac{R_{AP}}{R_P}=\frac{G_P}{G_{AP}}=\frac{1+P^2}{1-P^2}.$$

Call the ratio asked for in (a) $x$. Subtracting one gives

$$x=\frac{R_{AP}-R_P}{R_P}
=\frac{1+P^2-(1-P^2)}{1-P^2}
=\frac{2P^2}{1-P^2}.$$

Call the ratio asked for in (b) $y$. It contains the inverse quotient:

$$y=\frac{R_{AP}-R_P}{R_{AP}}
=1-\frac{1-P^2}{1+P^2}
=\frac{2P^2}{1+P^2}.$$

With $P^2=0.25$,

$$x=\frac{0.50}{0.75}=\frac23\approx67\ \text{percent},\qquad
y=\frac{0.50}{1.25}=\frac25=40\ \text{percent}.$$

The antiparallel resistance lies 67 percent above the parallel one, and the parallel resistance lies 40 percent below the antiparallel one. Both statements describe the quotient $R_{AP}/R_P=5/3$.

The two ratios can be converted without knowing $P$. Since $R_{AP}=(1+x)R_P$, dividing the difference $xR_P$ by $R_{AP}$ gives

$$y=\frac{x}{1+x}.$$

Then $y+xy=x$, so $y=x(1-y)$ and $x=y/(1-y)$. These relations hold for any two positive resistances, whether or not the Julliere model describes them.

### Answer to (c)

To recover the polarization from $x$, multiply its formula by $1-P^2$. This gives $x-xP^2=2P^2$, hence $P^2=x/(2+x)$. For $y$, the same steps give $y+yP^2=2P^2$, hence $P^2=y/(2-y)$.

The correct reading of $y=0.40$ returns

$$P=\sqrt{\frac{0.40}{2-0.40}}=\sqrt{0.25}=0.50 .$$

If 0.40 is mistaken for $x$, the result is

$$P=\sqrt{\frac{0.40}{2+0.40}}=\sqrt{0.1667}=0.408 .$$

The inferred polarization is too low by about 18 percent of its true value, although nothing was wrong with the resistances. A quoted ratio needs its denominator before a polarization can be drawn from it.

## A junction with numbers

Take a model junction with $N=4000$ states per eV in each electrode, so that $N_{\rm maj}=3000$ and $N_{\rm min}=1000$ per eV. Let the root-mean-square matrix element be $1.0\ \mu$eV, the bias 1.0 mV and the temperature 10 K. These are round parameters and represent no particular material. The level spacings they imply, 0.33 and 1 meV, are comparable to the bias and to $k_BT=0.86$ meV. The smooth densities used below therefore need the levels to be broadened by the circuit to a width of the order of 1 meV. With a half-width of only 0.1 meV, the ratio normalized to $R_P$ would scatter between about 50 and 90 percent, depending on where the levels fall.

For the majority channel in the parallel state, the dimensionless product is

$$M^2N_{\rm maj}^2=(10^{-6})^2(3000)^2=9\times10^{-6}.$$

It is far below one, in keeping with weak tunneling. The factor $2\pi e^2/\hbar$ is $1.5294\times10^{-3}$ S, so this channel has conductance 13.765 nS. The minority channel has the product $1\times10^{-6}$ and conductance 1.529 nS. Together they give $G_P=15.294$ nS.

In the antiparallel state each channel has the product $3\times10^{-6}$ and conductance 4.588 nS, and the total is $G_{AP}=9.176$ nS. Reversal takes 9.18 nS from the up channel and gives 3.06 nS to the down channel. The good channel loses more than the poor one gains, and the resistance rises.

The inverses of the totals are $R_P=65.38$ M$\Omega$ and $R_{AP}=108.97$ M$\Omega$. Their difference is 43.59 M$\Omega$, and

$$\frac{43.59}{65.38}=0.6667,\qquad \frac{43.59}{108.97}=0.4000 .$$

The currents behind these values were integrated over energy with the Fermi functions at 10 K, and they agree with the closed formulas. The size of the resistances depends on $M$ and $N$, but the two ratios do not, because $CN^2/2$ cancels. The numerical output lists the separate values.

## Limits and other electrodes

For weak polarization, $P^2\ll1$, both denominators approach one and $x\approx y\approx2P^2$. The gap between the conventions is

$$x-y=2P^2\,\frac{(1+P^2)-(1-P^2)}{(1-P^2)(1+P^2)}=\frac{4P^4}{1-P^4}.$$

It is of fourth order in $P$, while the ratios themselves are of second order. This is the case in which the tempting solution would do little harm. At $P=0.5$ the gap is $0.25/0.9375=0.267$, the 27 percentage points between the two answers.

As $P$ approaches one, the minority density vanishes. In the antiparallel state each spin then lacks states on one side, so $G_{AP}\to0$ and $R_{AP}\to\infty$. The ratio $x$ grows without limit, while $y$ approaches 100 percent. A value of $x$ above 100 percent is therefore possible, whereas $y=1-R_P/R_{AP}$ stays below 100 percent for any finite positive resistances.

If the electrodes have different polarizations $P_1$ and $P_2$, the parallel sum contains

$$(1+P_1)(1+P_2)+(1-P_1)(1-P_2)=2(1+P_1P_2).$$

Reversing the second electrode changes the sign of $P_2$ in this expression, which gives $2(1-P_1P_2)$. All later steps are unchanged, with $P^2$ replaced by $P_1P_2$:

$$x=\frac{2P_1P_2}{1-P_1P_2},\qquad y=\frac{2P_1P_2}{1+P_1P_2}.$$

For polarizations 0.30 and 0.60 the product is 0.18. Then $x=0.36/0.82=43.90$ percent and $y=0.36/1.18=30.51$ percent, in agreement with the integrated currents. If $P_1$ and $P_2$ have opposite signs, both ratios are negative and the antiparallel state has the lower resistance. For identical electrodes the sign of $P$ drops out, because it enters squared.

## When the value 67 percent no longer follows

The derivation took the densities at the Fermi level. To see what a larger bias can do, keep the majority density constant at $3n$ and let the minority density be $n(1+b\varepsilon)$, where $\varepsilon$ is the energy measured from the Fermi level of the same electrode. At low temperature, tunneling takes place for $-U/2<E<U/2$, with $\varepsilon=E-U/2$ on the left and $\varepsilon=E+U/2$ on the right.

In the parallel state, the sum of density products in units of $n^2$ is

$$9+\left[1+b\left(E-\tfrac U2\right)\right]\left[1+b\left(E+\tfrac U2\right)\right]
=9+(1+bE)^2-\frac{b^2U^2}{4}.$$

Over the energy window, the average of $E$ is zero and the average of $E^2$ is $U^2/12$. The average of the sum is therefore

$$10+b^2U^2\left(\frac1{12}-\frac14\right)=10-\frac{b^2U^2}{6}.$$

In the antiparallel state the sum is

$$3\left[1+b\left(E+\tfrac U2\right)\right]+3\left[1+b\left(E-\tfrac U2\right)\right]=6+6bE,$$

whose average is 6. Hence

$$x=\frac{10-b^2U^2/6}{6}-1 .$$

For $b=1.5$ per eV and a bias of 0.5 V, $bU=0.75$ and the correction $b^2U^2/6$ is 0.094. The ratio falls to $9.906/6-1=65.10$ percent. At 1 mV it is 66.67 percent again. The drop is modest here because the terms linear in $b$ cancel between the electrodes, and the remaining second-order correction falls on the minority channel, which carries only a tenth of the parallel current at low bias. The outcome depends on how both densities vary: if the majority density had the same relative slope $b$, both averages would shrink by the same factor and the ratio would stay at 67 percent. This case isolates one effect of bias; it leaves out any change of the matrix elements with energy or voltage.

Other departures come from the remaining assumptions. If electrons flip their spin while tunneling, the two channels are no longer separate. If the matrix element differs between the spins, the densities alone do not determine the conductances. Suppose its mean square is a product of two factors, one for each electrode, and each factor depends only on whether the states there are majority or minority states. Then the formulas keep their form, provided that each density in the definition of $P$ is multiplied by its factor. Without such a product they need not hold. Equal matrix elements are not to be expected in a real barrier. Take free-electron electrodes with Fermi wave numbers 12 and 4 nm$^{-1}$, which have the density ratio 3:1. A rectangular barrier 2 nm thick and 0.5 to 4 eV high then gives ratios of only about 3 to 21 percent instead of 67. A polarization drawn from a measured ratio is therefore an effective polarization of electrode and barrier together, not the polarization of the density of states.

A resistance $R_s$ in series with the junction, the same in both magnetic states, leaves the difference $R_{AP}-R_P$ unchanged but enlarges both denominators. For identical electrodes with $P\neq0$, the measured ratio becomes

$$x'=\frac{R_{AP}-R_P}{R_P+R_s}<x ,$$

and the polarization inferred from it is too small. The conversion $y'=x'/(1+x')$ still holds between the two measured ratios, since it rests on the definitions alone. Agreement between them shows that the percentages were formed consistently; it says nothing about whether the Julliere model applies.

## Numbers as computed

```
Polarization of each electrode: 0.50
Total density of states: 4000 per eV
Majority density of states: 3000 per eV
Minority density of states: 1000 per eV
Matrix element: 1.0 micro-eV
Bias: 1.0 mV
Temperature: 10 K
Golden-rule test, hbar = 1, arbitrary energy unit:
  coupling: 0.20
  level density 1: exact rate 0.2514, golden rule 0.2513
  level density 3: exact rate 0.7549, golden rule 0.7540
Conductances from integrated currents:
  parallel, spin up: 13.765 nS
  parallel, spin down: 1.529 nS
  parallel, total: 15.294 nS
  antiparallel, spin up: 4.588 nS
  antiparallel, spin down: 4.588 nS
  antiparallel, total: 9.176 nS
Parallel resistance: 65.38 megaohm
Antiparallel resistance: 108.97 megaohm
Resistance difference: 43.59 megaohm
Resistance quotient R_AP/R_P: 1.6667
Ratio normalized to parallel: 66.67 percent
Ratio normalized to antiparallel: 40.00 percent
Unequal electrodes, polarizations: 0.30 and 0.60
  normalized to parallel: 43.90 percent
  normalized to antiparallel: 30.51 percent
Polarization inferred from the antiparallel-normalized ratio:
  read correctly: 0.500
  misread as parallel-normalized: 0.408
Sloped minority density, slope: 1.5 per eV
  parallel-normalized ratio at 0.001 V: 66.67 percent
  parallel-normalized ratio at 0.500 V: 65.10 percent
```
